\section*{Average Sign of the Antiferromagnetic Heisenberg Triangle}

\section*{Problem}

Three spins $1/2$ sit at the corners of a triangle and interact through
\begin{equation}
H=J\sum_{i<j}\mathbf S_i\cdot\mathbf S_j ,\qquad J>0 ,
\end{equation}
with spin operators in units of $\hbar$. A path-integral Monte Carlo calculation at inverse temperature $\beta$ uses the $S_z$ basis and continuous imaginary time. Each configuration is a closed path of basis states in which every exchange of two spins is a separate event. The weight $W$ of a path can be negative, so paths are sampled with probability proportional to $|W|$, and the sign $s=W/|W|$ is carried along as an observable.

\begin{enumerate}
\item Show that the average sign is a ratio of two partition functions, and identify the Hamiltonian that belongs to the denominator.
\item Evaluate the ratio in closed form for all temperatures.
\item Find its low-temperature form and decay rate in $\beta$, and its leading departure from 1 at high temperature.
\item Explain geometrically which paths are negative. Can the signs be removed by changing the signs of basis states? What happens if one bond is cut?
\item Find how many independent samples are needed to obtain the average sign to a given relative error.
\item Find what changes if imaginary time is cut into $M$ slices and absolute values are taken only of the elements of the complete matrix $e^{-\beta H/M}$.
\end{enumerate}

Give numbers with $J$ as the unit of energy, and write $x=\beta J$.

\section*{Solution}

\subsection*{1. The average sign as a ratio}

Split $H=D+K$ into its diagonal part $D$ and its off-diagonal part $K$ in the $S_z$ basis. Define $U(\tau)=e^{\tau D}e^{-\tau H}$. Differentiation gives
\begin{equation}
\frac{dU}{d\tau}=e^{\tau D}(D-H)e^{-\tau H}=-\left(e^{\tau D}Ke^{-\tau D}\right)U(\tau),\qquad U(0)=1 .
\end{equation}
Integrating this equation repeatedly, multiplying by $e^{-\beta D}$ and taking the trace yields
\begin{equation}
Z=\operatorname{Tr}e^{-\beta H}=\sum_{n=0}^{\infty}\ \sum_{a_0,\dots,a_{n-1}}\ \int\limits_{0<\tau_1<\dots<\tau_n<\beta}\! d\tau_1\cdots d\tau_n\; W ,
\end{equation}
\begin{equation}
W=\prod_{k=1}^{n}\left(-K_{a_ka_{k-1}}\right)\exp\!\Big[-\sum_{k=0}^{n}(\tau_{k+1}-\tau_k)D_{a_k}\Big],
\label{eq:weight}
\end{equation}
where $a_n=a_0$, $\tau_0=0$ and $\tau_{n+1}=\beta$. The exponential is positive, so the sign of a path comes from the factors $-K_{ab}$ alone.

Paths are drawn with probability $|W|/\sum|W|$, where the sum includes the time integrals. Therefore
\begin{equation}
\langle s\rangle=\frac{\sum |W|\,(W/|W|)}{\sum|W|}=\frac{\sum W}{\sum |W|}=\frac{Z}{Z'} .
\end{equation}
Taking the absolute value of $W$ replaces each $-K_{ab}$ by $|K_{ab}|$. This is the weight that eq.~\eqref{eq:weight} assigns to the Hamiltonian
\begin{equation}
H'_{aa}=H_{aa},\qquad H'_{ab}=-|H_{ab}|\quad(a\ne b),
\end{equation}
so $Z'=\operatorname{Tr}e^{-\beta H'}$.

The same ratio holds for a stochastic series expansion with a constant $C$ chosen so that all elements $C-H_{aa}$ are non-negative. There
\begin{equation}
Z=e^{-\beta C}\sum_n\frac{\beta^n}{n!}\operatorname{Tr}(C-H)^n ,
\end{equation}
and taking absolute values of the products of matrix elements turns $C-H$ into $C-H'$. The average sign nevertheless depends on the basis and on how paths are grouped, as part 6 shows. In the energy eigenbasis, for instance, $K=0$ and $\langle s\rangle=1$.

\subsection*{2. Closed form}

\paragraph{The numerator.} Let $\mathbf S=\mathbf S_1+\mathbf S_2+\mathbf S_3$. Since $\mathbf S_i^2=3/4$,
\begin{equation}
\mathbf S^2=\frac94+2\sum_{i<j}\mathbf S_i\cdot\mathbf S_j
\quad\Longrightarrow\quad
E(S)=\frac J2\left[S(S+1)-\frac94\right].
\end{equation}
Three spins $1/2$ combine to one quartet $S=3/2$ and two doublets $S=1/2$. The energies are
\begin{equation}
E(3/2)=\frac J2\left(\frac{15}{4}-\frac94\right)=\frac{3J}{4},\qquad
E(1/2)=\frac J2\left(\frac34-\frac94\right)=-\frac{3J}{4},
\end{equation}
each with four states. Hence
\begin{equation}
Z=4e^{-3x/4}+4e^{3x/4}=8\cosh\frac{3x}{4}.
\end{equation}

\paragraph{The denominator.} Write each bond as
\begin{equation}
\mathbf S_i\cdot\mathbf S_j=S_i^zS_j^z+\tfrac12\left(S_i^+S_j^-+S_i^-S_j^+\right).
\end{equation}
The second term exchanges two antiparallel spins with matrix element $1/2$. Thus $K_{ab}=J/2$ for every allowed exchange, and each exchange contributes $-J/2$ to $W$.

The two fully polarized states allow no exchange. Their energy is $3\times J/4=3J/4$ under both $H$ and $H'$.

In each of the sectors with total $S_z=\pm1/2$, one minority spin differs from the other two, and its position labels the three states. One bond is parallel and two are antiparallel, so the diagonal energy is $J(1/4-1/4-1/4)=-J/4$. An exchange moves the minority spin to either of the other corners. With $A$ the $3\times3$ matrix that has zeros on the diagonal and ones elsewhere,
\begin{equation}
H=-\frac J4+\frac J2A,\qquad H'=-\frac J4-\frac J2A .
\end{equation}
Acting on $(1,1,1)$, $A$ gives the eigenvalue 2. On a vector whose components add to zero it gives $-1$, because each component is replaced by the sum of the other two. There are two independent vectors of this kind. The levels of $H'$ in each sector are therefore
\begin{equation}
-\frac J4-J=-\frac{5J}{4}\ \text{(once)},\qquad -\frac J4+\frac J2=\frac J4\ \text{(twice)} .
\end{equation}
Counting both sectors and the polarized states,
\begin{equation}
Z'=2e^{-3x/4}+2e^{5x/4}+4e^{-x/4}.
\end{equation}

\paragraph{The ratio.} Multiply numerator and denominator by $\tfrac12e^{3x/4}$:
\begin{equation}
\boxed{\ \langle s\rangle=\frac{Z}{Z'}=\frac{2\left(1+e^{3x/2}\right)}{1+2e^{x/2}+e^{2x}}\ },\qquad x=\beta J .
\label{eq:sign}
\end{equation}
For $J<0$, the ferromagnet, this formula does not apply: the factors $-K_{ab}$ are then positive, $H'=H$ and $\langle s\rangle=1$.

\subsection*{3. Low and high temperature}

Take the largest exponential out of the numerator and out of the denominator of eq.~\eqref{eq:sign}:
\begin{equation}
\langle s\rangle=2e^{-x/2}\,\frac{1+e^{-3x/2}}{1+2e^{-3x/2}+e^{-2x}}
=2e^{-x/2}\left[1-e^{-3x/2}-e^{-2x}+O(e^{-3x})\right].
\end{equation}
The low-temperature law is therefore
\begin{equation}
\boxed{\ \langle s\rangle\simeq 2e^{-\beta J/2},\qquad -\frac{d\ln\langle s\rangle}{d\beta}\to\frac J2\ }.
\end{equation}
The rate is the difference of the ground-state energies, $E_0-E_0'=-3J/4+5J/4=J/2$. The prefactor is the ratio of the ground-state degeneracies, $4/2$. The absolute weights describe a minority spin with negative hopping elements $-J/2$, so the uniform state (eigenvalue 2 of $A$) lies lowest and gains the full kinetic energy $-J$. In the antiferromagnet the hopping elements are $+J/2$, the states with eigenvalue $-1$ of $A$ lie lowest, and they gain only $-J/2$ from hopping.

At any temperature, $\ln\langle s\rangle=\ln Z-\ln Z'$ gives the local rate
\begin{equation}
-\frac{d\ln\langle s\rangle}{d\beta}=\langle H\rangle-\langle H'\rangle' ,
\end{equation}
where each average is taken in its own thermal ensemble. For $n$ uncoupled triangles both partition functions factorize, the average signs multiply, and the low-temperature rate becomes $nJ/2$.

For high temperature set $q=e^{x/2}$. Then
\begin{equation}
1-\langle s\rangle=\frac{q^4+2q+1-2-2q^3}{q^4+2q+1}
=\frac{(q-1)^3(q+1)}{q^4+2q+1},
\end{equation}
which also shows that $\langle s\rangle<1$ for every $x>0$. To the first two orders,
\begin{equation}
(q-1)^3=\frac{x^3}{8}\left(1+\frac{3x}{4}\right),\quad
q+1=2\left(1+\frac x4\right),\quad
q^4+2q+1=4\left(1+\frac{3x}{4}\right),
\end{equation}
so that
\begin{equation}
\langle s\rangle=1-\frac{x^3}{16}-\frac{x^4}{64}+O(x^5).
\end{equation}
At $x=0.02$ this predicts $(1-\langle s\rangle)/x^3=(1/16)(1+0.005)=0.06281$, the value found by diagonalization. The cubic onset has a direct cause: the shortest negative path contains three exchanges.

\subsection*{4. Which paths are negative}

A path with $n$ exchanges has sign $(-1)^n$. Let the minority spin make $n_+$ clockwise and $n_-$ anticlockwise hops, with $n=n_++n_-$. The path closes when the net displacement is a multiple of three, $n_+-n_-=3w$, where the integer $w$ is the winding number around the triangle. Since $n$ and $n_+-n_-$ differ by the even number $2n_-$,
\begin{equation}
(-1)^n=(-1)^{n_+-n_-}=(-1)^{3w}=(-1)^w .
\end{equation}
Negative paths are those in which the minority spin winds an odd number of times. The polarized states have $w=0$ and contribute positively.

Changing the signs of basis states, $|a\rangle\to\epsilon_a|a\rangle$ with $\epsilon_a=\pm1$, changes $H_{ab}$ to $\epsilon_a\epsilon_bH_{ab}$. Around the loop of three minority positions each $\epsilon_a$ occurs twice, so
\begin{equation}
(-H_{12})(-H_{23})(-H_{31})=-\left(\frac J2\right)^3
\end{equation}
is unchanged. If all three factors were non-negative, their product could not be negative. No choice of signs removes the problem.

If one bond is cut, a chain with a middle spin remains, and every exchange flips the middle spin. Giving a minus sign to all basis states whose middle spin is down reverses every off-diagonal element. This turns $H$ into $H'$ by a unitary transformation, so $Z=Z'$ and $\langle s\rangle=1$ at every temperature.

\subsection*{5. Sampling cost}

Because $s^2=1$, the variance of one measurement is $1-\langle s\rangle^2$. For $N$ independent samples the standard error relative to the mean is
\begin{equation}
\varepsilon=\frac{1}{\langle s\rangle}\sqrt{\frac{1-\langle s\rangle^2}{N}}
\quad\Longrightarrow\quad
N=\frac{1-\langle s\rangle^2}{\varepsilon^2\langle s\rangle^2}
\simeq\frac{e^{\beta J}}{4\varepsilon^2}.
\label{eq:cost}
\end{equation}
The last form holds at low temperature, where $\langle s\rangle^2\simeq4e^{-\beta J}$. The cost grows at the rate $J$, twice the decay rate of the sign, because the error falls only as $N^{-1/2}$. Positively correlated samples of a Markov chain require a larger $N$. Equation~\eqref{eq:cost} concerns the sign itself; the error of another observable, estimated as $\langle Os\rangle/\langle s\rangle$, also depends on its correlation with the sign.

\subsection*{6. Grouping paths into slices}

Let $P=e^{-\beta H/M}$ and let $|P|$ be the matrix of absolute values of its elements. A configuration is now a list of $M$ basis states, and
\begin{equation}
\langle s\rangle_M=\frac{\operatorname{Tr}P^M}{\operatorname{Tr}|P|^M}.
\end{equation}
The numerator is still $Z$. Each element of $P$ within a minority sector already contains a sum over many paths of both signs, which have partly cancelled before the absolute value is taken. The diagonal element of a polarized state comes from a single positive path with no exchange.

For $M=1$ only diagonal elements enter. They are positive because $P$ is positive definite, so $\langle s\rangle_1=1$. For $M=2$, $P$ is real and symmetric and $\operatorname{Tr}P^2=\sum_{ab}P_{ab}^2=\operatorname{Tr}|P|^2$, so again $\langle s\rangle_2=1$.

For general $M$ put $y=x/M$. In a minority sector, $H$ has the level $3J/4$ on the uniform vector and $-3J/4$ on the other two. The projector on the uniform vector has all elements equal to $1/3$, which gives
\begin{equation}
P_{aa}=\frac{e^{-3y/4}+2e^{3y/4}}{3},\qquad
P_{ab}=\frac{e^{-3y/4}-e^{3y/4}}{3}<0\quad(a\neq b).
\end{equation}
The eigenvalues of $|P|$ are $P_{aa}+2|P_{ab}|$, once, and $P_{aa}-|P_{ab}|$, twice:
\begin{equation}
\lambda=\frac{4e^{3y/4}-e^{-3y/4}}{3},\qquad
\mu=\frac{e^{3y/4}+2e^{-3y/4}}{3}.
\end{equation}
Adding the polarized states,
\begin{equation}
\langle s\rangle_M=\frac{8\cosh(3x/4)}{2e^{-3x/4}+2\lambda^M+4\mu^M}.
\end{equation}

For small $y$, $\lambda=1+\frac54y+\frac9{32}y^2+\dots$ and $\mu=1-\frac14y+\frac9{32}y^2+\dots$. Taking logarithms and multiplying by $M$,
\begin{equation}
M\ln\lambda=\frac{5x}{4}-\frac{x^2}{2M}+O(M^{-2}),\qquad
M\ln\mu=-\frac x4+\frac{x^2}{4M}+O(M^{-2}).
\end{equation}
As $M\to\infty$ at fixed $x$ the denominator becomes $Z'$, with a correction proportional to $1/M$. When the $\lambda^M$ term dominates, $\langle s\rangle_M$ exceeds the continuous-time value by the relative amount $x^2/(2M)$.

For the decay rate in $\beta$ the order of the limits $M\to\infty$ and $x\to\infty$ matters: taking $M\to\infty$ first gives the rate $J/2$ of part 3, while taking $x\to\infty$ first gives zero. At fixed $M$ and low temperature, $\lambda\to\frac43e^{3y/4}$ and $\mu\to\frac13e^{3y/4}$, so
\begin{equation}
\langle s\rangle_M\to\frac{4}{2(4/3)^M+4(1/3)^M},
\end{equation}
a constant in $\beta$ rather than a decaying exponential. The constant itself falls as $2(3/4)^M$ for large $M$, so the average sign tends to zero in either order of the two limits; only its rate of decay in $\beta$ differs. This is no general cure, because the complete matrix exponential must be known beforehand, and with it the partition function.

\subsection*{Numerical values}

At $x=4$ the partition functions are $Z=80.541$ and $Z'=298.4$, so
\begin{equation}
\langle s\rangle=\frac{80.541}{298.4}=0.2699 .
\end{equation}
The low-temperature law gives $2e^{-2}=0.2707$, already within $0.3\%$ of the full result. Other temperatures are listed below; $N$ is the number of independent samples for a relative error of $1\%$.

\begin{center}
\begin{tabular}{rcccc}
$\beta J$ & $\langle s\rangle$ & $2e^{-\beta J/2}$ & local rate$/J$ & $N$\\
\hline
1 & 0.9381 & 1.2131 & 0.1793 & $1.36\times10^{3}$\\
2 & 0.6909 & 0.7358 & 0.4048 & $1.09\times10^{4}$\\
4 & 0.2699 & 0.2707 & 0.4956 & $1.27\times10^{5}$\\
8 & 0.03663 & 0.03663 & 0.5000 & $7.44\times10^{6}$\\
12 & 0.00496 & 0.00496 & 0.5000 & $4.07\times10^{8}$
\end{tabular}
\end{center}

At $\beta J=1$ the asymptotic form exceeds 1, which no average sign can do; it is outside its range there. Between $\beta J=8$ and $12$ the required $N$ grows by a factor of about 55, in agreement with $e^4$.

The cancellation can be seen directly at $x=2$. Explicit enumeration of paths with up to 14 exchanges gives a positive sum of $23.028$ and a negative sum of magnitude $4.209$. Their difference is $Z=18.819$, their sum is $Z'=27.237$, and the ratio is $0.6909$.

The absolute ensemble of this small system can also be sampled without a Markov chain. Let the minority spin hop at rate $J/2$ to each neighbour for a time $\beta$. A given path with $n$ hops then has probability density $e^{-x}(J/2)^n$, while its absolute weight is $e^{x/4}(J/2)^n$. The ratio $e^{5x/4}$ is the same for all paths, so keeping the walks that close gives the correct distribution within the minority sectors. Walks from the six starting states are proposed with total weight $6e^{5x/4}$, and the polarized states with total weight $2e^{-3x/4}$. At $x=4$, a run with 200\,489 accepted paths gave a mean sign of $0.2710\pm0.0021$, about half a standard error from the exact value.

For the sliced calculation at $x=4$, the average sign is $1$ for $M=1$ and $2$, then $0.875$ for $M=3$, $0.539$ for $M=8$ and $0.304$ for $M=64$. At $M=4000$ it is $0.27045$, above the continuous-time value $0.26991$ by $0.2\%$, as $x^2/(2M)=0.002$ predicts. The numerical check confirms that this excess halves when $M$ is doubled from 2000 to 4000.

\section*{Computed results}
\begin{verbatim}
Levels of H  (J): -0.75 -0.75 -0.75 -0.75 0.75 0.75 0.75 0.75
Levels of H' (J): -1.25 -1.25 0.25 0.25 0.25 0.25 0.75 0.75
Ground-level difference E0 - E0' = 0.5000 J
beta*J | Z | Z' | <s> | 2exp(-beta*J/2) | rate (J) | samples for 1%
  0.5 | 8.5691 | 8.6411 | 0.991675 | 1.557602 | 0.050311 | 169
  1.0 | 10.357 | 11.041 | 0.938123 | 1.213061 | 0.179263 | 1.36e+03
  2.0 | 18.819 | 27.237 | 0.690936 | 0.735759 | 0.404761 | 1.09e+04
  4.0 | 80.541 | 298.4 | 0.269913 | 0.270671 | 0.495644 | 1.27e+05
  8.0 | 1613.7 | 44053 | 0.036631 | 0.036631 | 0.499991 | 7.44e+06
 12.0 | 32412 | 6.538e+06 | 0.004958 | 0.004958 | 0.500000 | 4.07e+08
(1 - <s>)/(beta*J)^3 at beta*J = 0.02: 0.06281; 1/16 = 0.06250
Open three-site chain, <s> at beta*J = 4: 1.000000
Closed paths with n = 0..5 exchanges (all 8 starts): [8, 0, 12, 12, 36, 60]
Path sums at beta*J = 2.0: positive 23.02832, negative 4.20905
  <s> from enumerated paths: 0.690936
Sampling at beta*J = 4.0: 200489 independent closed paths
  mean sign 0.27099, exact 0.26991
  standard error: batches 0.00209, predicted 0.00215
Full-matrix slices at beta*J = 4.0: M | <s>
      1 | 1.000000
      2 | 1.000000
      3 | 0.874659
      4 | 0.764480
      8 | 0.538977
     16 | 0.406155
     64 | 0.303652
   2000 | 0.270984
   4000 | 0.270449
  error ratio M = 2000 to M = 4000: 2.0003
\end{verbatim}
